# From LS to jj coupling in np²: carbon to lead: a program that tests the result

```python
# Result under test: the levels of an np^2 configuration in jj coupling.
# F = Slater integral F^2, D = energy(p3/2) - energy(p1/2), zero = 2 energy(p1/2) + F^0.
# J=0, basis (1/2)^2,(3/2)^2:       [[0, sqrt2 F/5], [sqrt2 F/5, 2D + F/5]]
# J=1:                              D - F/5
# J=2, basis (3/2,1/2),(3/2)^2:     [[D - F/25, 2 sqrt2 F/25], [same, 2D - 3F/25]]
# Real atoms: radial Dirac-Kohn-Sham, exchange-only LDA, point nucleus.
# Radial work uses the Bohr radius and the Hartree energy as units; output is in eV.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solve_triangular
from scipy.optimize import brentq
from scipy.special import lpmv
from sympy.physics.wigner import clebsch_gordan
from pyscf import gto, dft

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
C_LIGHT = 1.0 / const.fine_structure
ROOT2 = math.sqrt(2.0)

# ---------- angular part: explicit spinors on a quadrature grid ----------
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(12) / 12
cos_theta = np.repeat(nodes, 12)
phi = np.tile(phis, 8)
solid = np.repeat(node_weights, 12) * 2 * np.pi / 12


def harmonic(l, m):
    n = abs(m)
    norm = math.sqrt((2*l + 1) / (4*math.pi) * math.factorial(l - n) / math.factorial(l + n))
    y = norm * lpmv(n, l, cos_theta) * np.exp(1j * n * phi)
    return y if m >= 0 else (-1)**n * y.conj()


def cg(j1, m1, j2, m2, j, m):
    args = [sp.Rational(x) for x in (j1, j2, j, m1, m2, m)]
    return float(clebsch_gordan(*args))


def spinor(l, j, m):
    parts = []
    for mu in (0.5, -0.5):
        ml = int(round(m - mu))
        if abs(ml) <= l:
            parts.append(cg(l, ml, 0.5, mu, j, m) * harmonic(l, ml))
        else:
            parts.append(np.zeros(len(phi), complex))
    return np.array(parts)


states = [(0.5, m) for m in (-0.5, 0.5)] + [(1.5, m) for m in (-1.5, -0.5, 0.5, 1.5)]
chi = np.array([spinor(1, j, m) for j, m in states])
chi_small = np.array([spinor(0 if j == 0.5 else 2, j, m) for j, m in states])
# The small components have the same angular transition densities.
assert np.allclose(np.einsum('asn,bsn->abn', chi.conj(), chi),
                   np.einsum('asn,bsn->abn', chi_small.conj(), chi_small), atol=1e-12)

quadrupole = {q: np.einsum('asn,n,bsn->ab', chi.conj(),
                           solid * math.sqrt(4*math.pi/5) * harmonic(2, q), chi)
              for q in range(-2, 3)}
coulomb = sum((-1)**q * np.kron(quadrupole[q], quadrupole[-q]) for q in range(-2, 3))
one = np.eye(6)
in_upper = np.diag([float(j == 1.5) for j, m in states])
number_upper = np.kron(in_upper, one) + np.kron(one, in_upper)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
spin_squared = np.zeros((36, 36), complex)
for sigma in pauli:
    s = np.einsum('asn,st,n,btn->ab', chi.conj(), sigma / 2, solid, chi)
    total = np.kron(s, one) + np.kron(one, s)
    spin_squared += total @ total


def pair(j1, j2, J, M):
    v = np.zeros((6, 6))
    for a, (ja, ma) in enumerate(states):
        for b, (jb, mb) in enumerate(states):
            if ja == j1 and jb == j2 and ma + mb == M:
                v[a, b] = cg(ja, ma, jb, mb, J, M)
    v = v - v.T
    return v.ravel() / np.linalg.norm(v)


matrix0 = np.array([[0, ROOT2/5], [ROOT2/5, 1/5]])
matrix2 = np.array([[-1/25, 2*ROOT2/25], [2*ROOT2/25, -3/25]])
basis0 = np.array([pair(0.5, 0.5, 0, 0), pair(1.5, 1.5, 0, 0)])
assert np.allclose(basis0 @ coulomb @ basis0.T, matrix0, atol=1e-12)
for M in (0, 2):
    basis2 = np.array([pair(1.5, 0.5, 2, M), pair(1.5, 1.5, 2, M)])
    assert np.allclose(basis2 @ coulomb @ basis2.T, matrix2, atol=1e-12)
state1 = pair(1.5, 0.5, 1, 0)
assert abs(state1 @ coulomb @ state1 + 1/5) < 1e-12

determinants = []
for a in range(6):
    for b in range(a + 1, 6):
        v = np.zeros((6, 6))
        v[a, b], v[b, a] = 1/ROOT2, -1/ROOT2
        determinants.append(v.ravel())
determinants = np.array(determinants).T
DEGENERACY = [1, 3, 5, 5, 1]


def full_levels(x):
    """Diagonalize all 15 determinants with F = 1 and D = x."""
    H = determinants.T @ (coulomb + x * number_upper) @ determinants
    e, v = eigh(H)
    v = determinants @ v
    upper = np.einsum('ai,ab,bi->i', v.conj(), number_upper, v).real
    triplet = np.einsum('ai,ab,bi->i', v.conj(), spin_squared, v).real / 2
    cuts = np.cumsum([0] + DEGENERACY)
    mean = lambda y: np.array([y[i:k].mean() for i, k in zip(cuts[:-1], cuts[1:])])
    return e, mean(upper), mean(triplet)


def formula_levels(F, D):
    """Energies, leading jj weights, leading LS weights and two mixing angles."""
    t0 = 0.5 * np.arctan2(ROOT2*F/5, D + F/10)
    t2 = 0.5 * np.arctan2(2*ROOT2*F/25, D/2 - F/25)
    r0 = np.hypot(D + F/10, ROOT2*F/5)
    r2 = np.hypot(D/2 - F/25, 2*ROOT2*F/25)
    c0, c2 = D + F/10, 1.5*D - 2*F/25
    w0, w2 = np.cos(t0)**2, np.cos(t2)**2
    s0 = np.cos(t0 - np.arctan(1/ROOT2))**2
    s2 = np.cos(t2 - np.arctan(ROOT2))**2
    energies = np.array([c0 - r0, D - F/5, c2 - r2, c2 + r2, c0 + r0])
    return energies, np.array([w0, 1, w2, w2, w0]), np.array([s0, 1, s2, s2, s0]), (t0, t2)


for x in (0.01, 0.1, 0.24, 0.4, 1.0, 5.0):
    e, upper, triplet = full_levels(x)
    E, jj, ls, _ = formula_levels(1.0, x)
    assert np.allclose(e, np.repeat(E, DEGENERACY), atol=1e-11)
    assert np.allclose(upper, [2 - 2*jj[0], 1, 2 - jj[2], 1 + jj[3], 2*jj[4]], atol=1e-10)
    assert np.allclose(triplet, [ls[0], 1, ls[2], 1 - ls[3], 1 - ls[4]], atol=1e-10)

e_ls = full_levels(0.0)[0]
assert np.allclose(e_ls, [-1/5]*9 + [1/25]*5 + [2/5], atol=1e-12)
e_weak = full_levels(1e-4)[0]
assert abs((e_weak[1] - e_weak[0])/1e-4 - 1/3) < 1e-3
assert abs((e_weak[4] - e_weak[1])/1e-4 - 2/3) < 1e-3
e_strong = full_levels(200.0)[0]
assert abs(e_strong[4] - e_strong[1] - 4/25) < 1e-3


def balance0(x):
    _, upper, triplet = full_levels(x)
    return 1 - upper[0]/2 - triplet[0]


def balance2(x):
    _, upper, triplet = full_levels(x)
    return 2 - upper[2] - triplet[2]


cross0, cross2 = brentq(balance0, 0.05, 1.0), brentq(balance2, 0.05, 1.0)
assert abs(cross0 - 0.30) < 1e-8 and abs(cross2 - 0.24) < 1e-8

# ---------- radial part: Dirac equation in kinetically balanced Gaussians ----------
log_r = np.linspace(math.log(1e-9), math.log(60.0), 1400)
step = log_r[1] - log_r[0]
r = np.exp(log_r)
weight = step * r


def multipole(k, density):
    """Integral of density(s) r_<^k / r_>^(k+1), with the leading trapezoid error removed."""
    f_in, f_out = density * r**(k + 1), density * r**(-k)
    inner = step * (np.cumsum(f_in) - f_in/2)
    outer = step * (np.cumsum(f_out[::-1])[::-1] - f_out/2)
    return inner / r**(k + 1) + r**k * outer - (2*k + 1) * step**2 * density / 12


def slater(k, density_a, density_b):
    return float(np.sum(weight * density_a * multipole(k, density_b)))


def radial_basis(Z, kappa):
    l = kappa if kappa > 0 else -kappa - 1
    count = math.ceil(math.log2(1e8 * Z**2))
    a = 0.01 * 2.0**np.arange(count)[:, None]
    gauss = np.exp(-a * r**2)
    large = r**(l + 1) * gauss
    raised = (l + 1 + kappa) * r**l * gauss - 2*a * r**(l + 2) * gauss
    norm = np.sqrt(np.sum(weight * large**2, axis=1))[:, None]
    large, raised = large / norm, raised / norm
    small = raised / np.sqrt(np.sum(weight * raised**2, axis=1))[:, None]
    for _ in range(2):
        L = np.linalg.cholesky((large * weight) @ large.T)
        large = solve_triangular(L, large, lower=True)
        raised = solve_triangular(L, raised, lower=True)
        L = np.linalg.cholesky((small * weight) @ small.T)
        small = solve_triangular(L, small, lower=True)
    return large, small, C_LIGHT * (small * weight) @ raised.T


def solve_dirac(basis, potential):
    large, small, kinetic = basis
    n = len(large)
    H = np.zeros((2*n, 2*n))
    H[:n, :n] = (large * (weight * potential)) @ large.T
    H[n:, n:] = (small * (weight * potential)) @ small.T - 2*C_LIGHT**2 * np.eye(n)
    H[n:, :n] = kinetic
    H[:n, n:] = kinetic.T
    e, c = eigh(H)
    return e[n:], c[:, n:]


def atom(Z, closed, valence):
    """closed[l] = number of full l shells; valence = electrons in the next p shell."""
    channels = []
    for l, kappas in enumerate([(-1,), (1, -2), (2, -3), (3, -4)]):
        if closed[l] > 0 or l == 1:
            channels += [(l, k, radial_basis(Z, k)) for k in kappas]
    screening = (Z - 1)/r * (1 - (1 + Z**(1/3) * r)**-2)
    converged = False
    for _ in range(200):
        density = np.zeros_like(r)
        p_energy, p_orbital = {}, {}
        for l, kappa, basis in channels:
            e, c = solve_dirac(basis, -Z/r + screening)
            n = len(basis[0])
            shells = closed[l] + (1 if l == 1 else 0)
            P = c[:n, :shells].T @ basis[0]
            Q = c[n:, :shells].T @ basis[1]
            occupation = np.full(shells, 2.0 * abs(kappa))
            if l == 1:
                occupation[-1] = valence * 2*abs(kappa) / 6
                p_energy[kappa], p_orbital[kappa] = e, (P[-1], Q[-1])
            density += occupation @ (P**2 + Q**2)
        new = multipole(0, density) - (3*density/(4*np.pi**2 * r**2))**(1/3)
        if np.max(np.abs(r * (new - screening))) < 1e-7:
            converged = True
            break
        screening = screening + 0.3 * (new - screening)
    assert converged
    assert abs(np.sum(weight * density) - Z) < 1e-6
    return p_energy, p_orbital, -Z/r + screening


# Hydrogen-like lead ion: basis energies against the exact Dirac spectrum.
for kappa in (1, -2):
    found = solve_dirac(radial_basis(82, kappa), -82/r)[0][0]
    effective = 2 - abs(kappa) + math.sqrt(kappa**2 - (82/C_LIGHT)**2)
    exact = C_LIGHT**2 * ((1 + (82/C_LIGHT/effective)**2)**-0.5 - 1)
    assert abs(found/exact - 1) < 1e-4

# Slater integral of the hydrogen 2p density against exact symbolic integration.
u, t = sp.symbols('u t', positive=True)
rho_t = t**4 * sp.exp(-t) / 24
inside = sp.integrate(sp.expand(rho_t * t**2), (t, 0, u))
exact_f2 = 2 * sp.integrate(sp.expand(u**4 * sp.exp(-u)/24 * inside / u**3), (u, 0, sp.oo))
hydrogen_density = r**4 * np.exp(-r) / 24
assert abs(slater(2, hydrogen_density, hydrogen_density) - float(exact_f2)) < 1e-7

# Self-consistent neon field against a separate molecular code (small relativistic shift).
neon_energy = atom(10, (2, 1, 0, 0), 0)[0]
neon_2p = (neon_energy[1][0] + 2*neon_energy[-2][0]) / 3
mol = gto.M(atom='Ne 0 0 0', basis='aug-cc-pvtz', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,'
mf.chkfile = None
mf.kernel()
assert mf.converged and abs(neon_2p - mf.mo_energy[4]) < 5e-3

atoms = [('C', 6, (2, 0, 0, 0)), ('Si', 14, (3, 1, 0, 0)), ('Ge', 32, (4, 2, 1, 0)),
         ('Sn', 50, (5, 3, 2, 0)), ('Pb', 82, (6, 4, 3, 1))]
print("Hartree energy = %.6f eV; fine-structure constant = %.9f" % (HARTREE_EV, const.fine_structure))
print("equal LS and jj weights at D/F2: J=0 %.4f, J=2 %.4f" % (cross0, cross2))
print("neon 2p energy: this solver %.3f eV, pyscf %.3f eV"
      % (neon_2p*HARTREE_EV, mf.mo_energy[4]*HARTREE_EV))
print("Levels: a=lower J=0, b=J=1, c=lower J=2, d=upper J=2, e=upper J=0")
results = {}
for name, Z, closed in atoms:
    energy, orbital, potential = atom(Z, closed, 2)
    index = closed[1]
    D = (energy[-2][index] - energy[1][index]) * HARTREE_EV
    density1 = sum(f**2 for f in orbital[1])
    density3 = sum(f**2 for f in orbital[-2])
    common = (density1 + 2*density3) / 3
    F = slater(2, common, common) * HARTREE_EV
    slope = np.gradient(potential, step) / r
    zeta = np.sum(weight * orbital[-2][0]**2 * slope / r) / (2*C_LIGHT**2) * HARTREE_EV
    E, jj, ls, angles = formula_levels(F, D)
    X = E - E[0]
    results[name] = dict(F=F, D=D, E=E, jj=jj, ls=ls, angles=angles,
                         orbital=orbital, so_ratio=1.5*zeta/D)
    print("%s: F2 = %.4f eV, D = %.5f eV, D/F2 = %.5f" % (name, F, D, D/F))
    print("  excitation b,c,d,e = %.5f, %.5f, %.5f, %.5f eV" % tuple(X[1:]))
    print("  interval ratio (c-b)/(b-a) = %.4f" % ((X[2] - X[1]) / X[1]))
    print("  jj weight: J=0 %.5f, J=2 %.5f; LS weight: J=0 %.5f, J=2 %.5f"
          % (jj[0], jj[2], ls[0], ls[2]))
    print("  mixing angles: J=0 %.3f, J=2 %.3f degrees" % tuple(np.degrees(angles)))

ratios = [results[a[0]]['D'] / results[a[0]]['F'] for a in atoms]
assert all(np.diff(ratios) > 0)
assert abs(results['C']['so_ratio'] - 1) < 0.01
carbon, lead = results['C'], results['Pb']
for i in (0, 2):
    assert carbon['ls'][i] > carbon['jj'][i] and lead['jj'][i] > lead['ls'][i]
print("perturbative splitting 1.5 zeta / D: C %.4f, Pb %.4f" % (carbon['so_ratio'], lead['so_ratio']))

F, D = lead['F'], lead['D']
h0 = F*matrix0 + np.diag([0, 2*D])
h2 = F*matrix2 + np.diag([D, 2*D])
print("Pb J=0 matrix: 11 %.4f, 12 %.4f, 22 %.4f eV" % (h0[0, 0], h0[0, 1], h0[1, 1]))
print("Pb J=2 matrix: 11 %.4f, 12 %.4f, 22 %.4f eV" % (h2[0, 0], h2[0, 1], h2[1, 1]))
print("Pb energies a,b,c,d,e = %.4f, %.4f, %.4f, %.4f, %.4f eV" % tuple(lead['E']))

# Lead again with unequal p1/2 and p3/2 radial functions in the k=2 terms.
P1, Q1 = lead['orbital'][1]
P3, Q3 = lead['orbital'][-2]
density11, density33, density13 = P1**2 + Q1**2, P3**2 + Q3**2, P1*P3 + Q1*Q3
overlap = np.sum(weight * density13)
density13 = density13 * np.sign(overlap)
G13 = slater(2, density13, density13) * HARTREE_EV
R1333 = slater(2, density13, density33) * HARTREE_EV
F33 = slater(2, density33, density33) * HARTREE_EV
curvature = (slater(0, density11, density11) + slater(0, density33, density33)
             - 2*slater(0, density11, density33)) * HARTREE_EV
s0 = np.linalg.eigvalsh([[0, ROOT2*G13/5], [ROOT2*G13/5, 2*D + F33/5]])
s2 = np.linalg.eigvalsh([[D - G13/25, 2*ROOT2*R1333/25], [2*ROOT2*R1333/25, 2*D - 3*F33/25]])
separate = np.array([D - G13/5, s2[0], s2[1], s0[1]]) - s0[0]
print("Pb radial overlap of p1/2 and p3/2 = %.5f" % abs(overlap))
print("Pb separate integrals: G2 %.4f, R2 %.4f, F2(3/2,3/2) %.4f eV" % (G13, R1333, F33))
print("Pb separate-integral excitations b,c,d,e = %.4f, %.4f, %.4f, %.4f eV" % tuple(separate))
print("Pb F0(11)+F0(33)-2F0(13), not added to levels = %.4f eV" % curvature)
print("all tests passed")
```

Running it gives:

```
Hartree energy = 27.211386 eV; fine-structure constant = 0.007297353
equal LS and jj weights at D/F2: J=0 0.3000, J=2 0.2400
neon 2p energy: this solver -12.042 eV, pyscf -12.075 eV
Levels: a=lower J=0, b=J=1, c=lower J=2, d=upper J=2, e=upper J=0
C: F2 = 6.0755 eV, D = 0.00861 eV, D/F2 = 0.00142
  excitation b,c,d,e = 0.00289, 0.00861, 1.46388, 3.65106 eV
  interval ratio (c-b)/(b-a) = 1.9836
  jj weight: J=0 0.66876, J=2 0.33596; LS weight: J=0 1.00000, J=2 0.99999
  mixing angles: J=0 35.137, J=2 54.576 degrees
Si: F2 = 4.2084 eV, D = 0.03121 eV, D/F2 = 0.00742
  excitation b,c,d,e = 0.01074, 0.03134, 1.03137, 2.54651 eV
  interval ratio (c-b)/(b-a) = 1.9165
  jj weight: J=0 0.67752, J=2 0.34728; LS weight: J=0 0.99987, J=2 0.99978
  mixing angles: J=0 34.602, J=2 53.893 degrees
Ge: F2 = 4.1643 eV, D = 0.18450 eV, D/F2 = 0.04430
  excitation b,c,d,e = 0.07299, 0.18799, 1.14193, 2.64459 eV
  interval ratio (c-b)/(b-a) = 1.5756
  jj weight: J=0 0.72723, J=2 0.42209; LS weight: J=0 0.99565, J=2 0.99162
  mixing angles: J=0 31.485, J=2 49.482 degrees
Sn: F2 = 3.8186 eV, D = 0.43899 eV, D/F2 = 0.11496
  excitation b,c,d,e = 0.21101, 0.45158, 1.32588, 2.71316 eV
  interval ratio (c-b)/(b-a) = 1.1401
  jj weight: J=0 0.80254, J=2 0.57635; LS weight: J=0 0.97616, J=2 0.94043
  mixing angles: J=0 26.383, J=2 40.608 degrees
Pb: F2 = 3.6857 eV, D = 1.42102 eV, D/F2 = 0.38555
  excitation b,c,d,e = 0.96538, 1.41749, 2.81883, 4.14214 eV
  interval ratio (c-b)/(b-a) = 0.4683
  jj weight: J=0 0.93204, J=2 0.90182; LS weight: J=0 0.88129, J=2 0.64660
  mixing angles: J=0 15.111, J=2 18.261 degrees
perturbative splitting 1.5 zeta / D: C 0.9991, Pb 0.8447
Pb J=0 matrix: 11 0.0000, 12 1.0425, 22 3.5792 eV
Pb J=2 matrix: 11 1.2736, 12 0.4170, 22 2.3998 eV
Pb energies a,b,c,d,e = -0.2815, 0.6839, 1.1360, 2.5373, 3.8607 eV
Pb radial overlap of p1/2 and p3/2 = 0.97449
Pb separate integrals: G2 3.6621, R2 3.5604, F2(3/2,3/2) 3.5073 eV
Pb separate-integral excitations b,c,d,e = 0.9692, 1.4277, 2.8291, 4.1046 eV
Pb F0(11)+F0(33)-2F0(13), not added to levels = 0.1690 eV
all tests passed
```
